# Oxygen chemical potential at 1000 K under falling oxygen pressure

**Question.** An oxide is held at $T=1000$ K in oxygen gas. The partial pressure of O$_2$ is lowered from $p_1=1$ bar to $p_2=10^{-10}$ bar, and at each pressure the oxide is given time to reach equilibrium with the gas. Treat the gas as ideal unless told otherwise. Use $k_BT=0.086173$ eV. The algebra is in atomic units ($\hbar=m_e=e=1$) with $k_B$ kept; energies are quoted in eV and molecular lengths in angstrom.

## Part (a)

*Starting from the energy levels of a molecule of mass $M$ in a cubic box of edge $L$, find the pressure and the chemical potential $\mu_{\mathrm{O_2}}$ of the gas.*

**Answer.** The translational levels are

$$E=\frac{\pi^2}{2ML^2}\,(n_x^2+n_y^2+n_z^2),\qquad n_x,n_y,n_z=1,2,3,\dots$$

The Boltzmann sum is a product of three equal sums. In a large box the terms vary slowly with $n$, so each sum may be replaced by an integral:

$$\sum_{n=1}^{\infty}e^{-an^2}\simeq\int_0^\infty e^{-an^2}dn=\frac12\sqrt{\frac{\pi}{a}},\qquad a=\frac{\pi^2}{2ML^2k_BT}.$$

Inserting $a$ gives

$$\frac12\sqrt{\frac{2ML^2k_BT}{\pi}}=L\sqrt{\frac{Mk_BT}{2\pi}}=\frac{L}{\lambda},\qquad \lambda=\sqrt{\frac{2\pi}{Mk_BT}}.$$

With $V=L^3$, and with rotation, vibration and electronic states collected in a factor $q_{\rm int}(T)$, one molecule has the partition function $q=Vq_{\rm int}/\lambda^3$.

For $N$ identical molecules that do not interact and are dilute enough for double occupation of a state to be negligible, the partition function is $q^N/N!$. Hence

$$F=-k_BT\,(N\ln q-\ln N!).$$

The volume enters $F$ through $\ln q=\ln V+\dots$, so

$$p=-\left(\frac{\partial F}{\partial V}\right)_{T,N}=\frac{Nk_BT}{V}.$$

The chemical potential is the free energy of adding one molecule at fixed $T$ and $V$:

$$\mu_{\mathrm{O_2}}=F(N+1)-F(N)=-k_BT\ln q+k_BT\ln(N+1)\simeq k_BT\ln\frac Nq,$$

where the last step uses $N\gg1$. Since $N/V=p/(k_BT)$,

$$\mu_{\mathrm{O_2}}=k_BT\ln\frac{p\,\lambda^3}{k_BT\,q_{\rm int}}.$$

The argument of the logarithm has no unit, as it must.

## Part (b)

*Explain how the chemical potential of an oxygen atom follows from that of the molecule. Calculate its change when the pressure falls from $p_1$ to $p_2$, and interpret the sign.*

**Answer.** Let a small number $d\xi$ of molecules split into $2\,d\xi$ atoms at fixed $T$ and $V$. The free energy changes by

$$dF=(2\mu_{\mathrm O}-\mu_{\mathrm{O_2}})\,d\xi.$$

At equilibrium $F$ is at its minimum, so $dF=0$ for either sign of $d\xi$, and

$$\mu_{\mathrm O}=\tfrac12\mu_{\mathrm{O_2}}.$$

An oxide in equilibrium with the gas has the same $\mu_{\mathrm O}$. The relation does not require many free atoms in the gas.

The factor one half can be tested by summing over all divisions of a fixed number of atoms between molecules and free atoms. With 2000 atoms and single-particle partition functions of 3000 for an atom and 4500 for a molecule, adding one atom gives $\mu_{\mathrm O}/k_BT=-1.0982$, while half the molecular value is $-1.0987$.

At fixed $T$, both $\lambda$ and $q_{\rm int}$ are the same at the two pressures. Subtracting the two values of $\mu_{\mathrm O}$ therefore leaves

$$\Delta\mu_{\mathrm O}=\tfrac12k_BT\ln\frac{p_2}{p_1}.$$

The logarithm is $\ln10^{-10}=-23.02585$, so

$$\Delta\mu_{\mathrm O}=\tfrac12(0.086173\ \text{eV})(-23.02585)=-0.992\ \text{eV per atom},$$

or $-95.7$ kJ per mole of atoms. The change per molecule is twice this, $-1.984$ eV.

The sign is negative because a molecule in the thinner gas has more volume available to it and so more entropy. Oxygen then leaves the oxide at a lower cost in free energy. At this temperature each factor of ten in pressure contributes one tenth of the total, about $0.099$ eV. For a fixed pressure ratio the change is proportional to $T$.

## Part (c)

*A student writes that, at $p_2$, $\mu_{\mathrm O}$ lies 0.99 eV below half the energy of an O$_2$ molecule at 0 K. What is missing? Estimate it, using a bond length of 1.2 angstrom and a vibrational quantum of 0.20 eV, both rough.*

**Answer.** The number in part (b) is a difference between two pressures at 1000 K. At 1 bar and 1000 K, $\mu_{\mathrm O}$ already lies below the 0 K reference. With energies measured from the lowest level of the molecule, this thermal part is

$$\mu_{\mathrm O}(T,p_1)=\tfrac12k_BT\ln\frac{p_1\lambda^3}{k_BT}-\tfrac12k_BT\ln q_{\rm int}.$$

For the first term, $p_1\lambda^3/(k_BT)=6.7\times10^{-9}$, whose logarithm is $-18.8$. The term is therefore $\tfrac12(0.0862)(-18.8)=-0.81$ eV.

For the second term, the electronic ground state is a spin triplet, which gives a factor 3. Vibration gives the geometric sum $1/(1-e^{-\omega/k_BT})$. For two identical oxygen nuclei of zero spin, this electronic state permits only odd values of $J$, which here is the quantum number of the molecule's rotation without the electron spin. If $I$ is the moment of inertia, the odd terms make up about half of the full rotational sum when many levels are occupied:

$$\sum_{J\ \rm odd}(2J+1)e^{-J(J+1)/(2Ik_BT)}\simeq\frac12\int_0^\infty e^{-x/(2Ik_BT)}dx=Ik_BT,$$

with $x=J(J+1)$ and $dx=(2J+1)\,dJ$. These internal states contribute the remaining $-0.29$ eV.

The thermal part is thus about $-1.10$ eV, and at $p_2$ the chemical potential lies about $2.09$ eV below the 0 K reference. The rough molecular data affect this value but cancel from the answer to part (b).

## Part (d)

*In a model oxide, forming a neutral oxygen vacancy costs 2.50 eV at 1 bar. By what factor does the vacancy concentration change? How does the pressure law change if the vacancies are doubly charged and balanced by free electrons?*

**Answer.** The removed atom joins the reservoir, so the cost of a neutral vacancy is

$$g=E_{\rm defective}-E_{\rm perfect}+\mu_{\mathrm O},$$

plus a vibrational term that is held fixed here. At $p_2$ the cost is $2.50-0.992=1.508$ eV.

If $N_s$ sites are independent, $n$ vacancies can be placed in $\binom{N_s}{n}$ ways, each with weight $e^{-ng/k_BT}$. By the binomial theorem the sum of all weights is $(1+e^{-g/k_BT})^{N_s}$, which means that each site is vacant with probability

$$c=\frac{e^{-g/k_BT}}{1+e^{-g/k_BT}}\simeq e^{-g/k_BT}\qquad(c\ll1).$$

The ratio of the two concentrations is then

$$\frac{c_2}{c_1}=e^{-\Delta\mu_{\mathrm O}/k_BT}=\left(\frac{p_2}{p_1}\right)^{-1/2}=10^5.$$

The vacant fraction rises from $2.52\times10^{-13}$ to $2.52\times10^{-8}$, so the dilute limit holds at both pressures. The power law fails when $g$ is no longer large compared with $k_BT$, because $c$ cannot exceed one, or when vacancies interact. In a real oxide it also ends at the pressure where the phase is reduced to a lower oxide or to the metal, which for some oxides lies within this range.

For a doubly charged vacancy, two electrons go to the electron reservoir, whose chemical potential is $\mu_e$. The cost contains $\mu_{\mathrm O}+2\mu_e$, so for dilute vacancies

$$c\propto e^{-(\mu_{\mathrm O}+2\mu_e)/k_BT}.$$

If the free electrons are also dilute, their concentration obeys $n_e\propto e^{\mu_e/k_BT}$. Multiplying $c$ by $n_e^2$ removes $\mu_e$:

$$c\,n_e^2\propto e^{-\mu_{\mathrm O}/k_BT}\propto p^{-1/2}.$$

Charge neutrality requires $n_e$ to be twice the vacancy concentration, so $n_e\propto c$. Then $c^3\propto p^{-1/2}$ and $c\propto p^{-1/6}$. The increase is $10^{10/6}=10^{5/3}$, much less than $10^5$, because the released electrons raise $\mu_e$ and make further charged vacancies more costly. If donor dopants supply nearly all the free electrons, they fix $\mu_e$ and the exponent returns to $-1/2$. If acceptor dopants are balanced by the charged vacancies, they fix $c$ instead, and it hardly depends on pressure. The change in $\mu_{\mathrm O}$ is the same in all these cases.

## Part (e)

*How large are the corrections from forces between molecules and from dissociation of O$_2$?*

**Answer.** Let $v$ be the volume per molecule. To leading order in density, forces between molecules change the gas law to

$$p=k_BT\left(\frac1v+\frac B{v^2}\right).$$

Multiplying by $v/p$ gives $v=(k_BT/p)(1+B/v)$. In the small term $v$ may be replaced by $k_BT/p$, so $v\simeq k_BT/p+B$. At fixed temperature $d\mu_{\mathrm{O_2}}=v\,dp$. Integrating from $p_1$ to $p_2$ and halving the result gives

$$\Delta\mu_{\mathrm O}\simeq\tfrac12k_BT\ln\frac{p_2}{p_1}+\tfrac12B(p_2-p_1).$$

A Lennard-Jones model with a rough diameter of 3.5 angstrom and a rough well depth of 0.010 eV gives $B=39$ angstrom$^3$. The correction is $-1.2\times10^{-5}$ eV and comes almost entirely from the 1 bar end.

Dissociation matters if $10^{-10}$ bar is the total pressure of O$_2$ and O together. Let $r=p_{\mathrm O}/p_{\mathrm{O_2}}$. Then $p_{\mathrm{O_2}}=p_{\rm total}/(1+r)$, and $\mu_{\mathrm O}$ shifts by $-\tfrac12k_BT\ln(1+r)\simeq-\tfrac12k_BTr$. With a rough dissociation energy of 5.1 eV, the molecular data of part (c), and all nine states of the ground term of the O atom counted as equally occupied (a slight overcount), $r$ is about $2\times10^{-5}$ and the shift has a size of about $8\times10^{-7}$ eV. Both corrections are negligible here.

## Part (f)

*The low pressure is produced in a vacuum furnace and read by a gauge at 300 K. Which practical effects matter more than those in part (e)?*

**Answer.** In the unit shown by some gauges, the low pressure is $7.5\times10^{-8}$ Torr.

The first effect is the temperature difference between furnace and gauge. The number of molecules striking unit area per unit time is the density times the mean inward speed:

$$J=\frac p{k_BT}\int_0^\infty v_x\sqrt{\frac M{2\pi k_BT}}\,e^{-Mv_x^2/(2k_BT)}dv_x=\frac p{\sqrt{2\pi Mk_BT}}.$$

For molecules of diameter $\sigma$ the mean free path is $k_BT/(\sqrt2\,\pi\sigma^2p)$, where $\sqrt2$ is the ratio of the mean relative speed to the mean speed. With $\sigma=3.5$ angstrom it is about $2.5\times10^3$ m at 1000 K and $10^{-10}$ bar, far larger than any opening, so molecules pass through without colliding with each other. Suppose the opening is small compared with the two chambers, so that the gas on each side takes the temperature of its own walls. With no net flow, the two values of $J$ are then equal, and $p/\sqrt T$ is the same on both sides. A gauge reading of $10^{-10}$ bar then means

$$p_{\rm hot}=10^{-10}\sqrt{1000/300}=1.83\times10^{-10}\ \text{bar}.$$

This raises $\mu_{\mathrm O}$ by $\tfrac12k_BT\ln1.83=0.026$ eV, so the change from 1 bar becomes $-0.966$ eV. The correction does not apply to a furnace at 1 bar total pressure containing a trace of O$_2$, where the flow is not molecular.

An error in the furnace temperature also enters. If the true temperature is 10 K higher, with both pressures held fixed, the change from 1 bar becomes more negative by $0.0099$ eV. This shift grows in proportion to the temperature error. Measured from the 0 K reference of part (c), $\mu_{\mathrm O}$ at $p_2$ falls by more, about $0.023$ eV, because the thermal part also depends on $T$.

The composition of the residual gas can matter more. A total-pressure gauge also counts water vapour, hydrogen and carbon monoxide. If O$_2$ makes up one tenth of the total pressure and the other gases are inert, $\mu_{\mathrm O}$ is $0.099$ eV lower than it would be in pure O$_2$ at that total pressure. Hydrogen and carbon monoxide are not inert at 1000 K: they can react with O$_2$ and remove oxygen from the oxide. If the gas reaches chemical equilibrium, the ratio of water vapour to hydrogen fixes $\mu_{\mathrm O}$. With equal amounts of the two, it lies about $1.0$ eV below its value in O$_2$ at $10^{-10}$ bar.

Finally, the oxide may not reach equilibrium. At $p_2$ the arrival rate is $1.47\times10^{-3}$ molecules per square angstrom per second. An area of 10 angstrom$^2$ is therefore struck once in about 68 s, and not every molecule that strikes need react. If oxygen exchange is slow compared with the annealing time, the formula still gives $\mu_{\mathrm O}$ for the gas, but the oxide does not yet share that value.

## Numbers as computed

```
Temperature: 1000 K
High O2 pressure: 1 bar
Low O2 pressure: 1e-10 bar
Low O2 pressure, converted: 7.50e-08 Torr
k_B T: 0.086173 eV
ln(p_low/p_high): -23.02585 (no unit)
Change per O2 molecule: -1.9842 eV
Change per O atom: -0.9921 eV
Change per mole of O atoms: -95.72 kJ/mol
Change per O atom from box-level sums: -0.9921 eV
Box pressure / ideal pressure, high: 1.00020 (no unit)
Box pressure / ideal pressure, low: 1.00000 (no unit)
Mixture test, mu_O/kT: -1.0982 (no unit)
Mixture test, half of mu_O2/kT: -1.0987 (no unit)
Model vacancy cost at high pressure: 2.50 eV
Model vacancy cost at low pressure: 1.5079 eV
Vacant site fraction at high pressure: 2.52e-13 (no unit)
Vacant site fraction at low pressure: 2.52e-08 (no unit)
Neutral-vacancy increase factor: 1.0000e+05 (no unit)
Rough O2 bond length input: 1.2 angstrom
Rough O2 vibrational quantum input: 0.20 eV
Rough O2 dissociation energy input: 5.1 eV
Thermal part of mu_O at 1 bar, from 0 K: -1.10 eV
Sum of thermal and pressure parts: -2.09 eV
Rough Lennard-Jones diameter input: 3.5 angstrom
Rough Lennard-Jones well depth input: 0.010 eV
Second virial coefficient: 39 angstrom^3
Shift of the change from gas non-ideality: -1.2e-05 eV
O to O2 pressure ratio at low pressure: 2e-05 (no unit)
Size of shift from dissociation: 8e-07 eV
Density times wavelength cubed at 1 bar: 6.7e-09 (no unit)
Assumed temperature error: 10 K
Shift for that temperature increase: -0.0099 eV
Gauge temperature: 300 K
Hot-chamber pressure if gauge reads low value: 1.83e-10 bar
Shift from gauge at other temperature: 0.0259 eV
Mean free path at low pressure: 2.5e+03 m
O2 arrival rate at low pressure: 1.47e-03 angstrom^-2 s^-1
Surface area for arrival time: 10 angstrom^2
Mean time between arrivals on that area: 68 s
```
